# Langmuir-Hinshelwood recombination with atomic desorption and site blocking

## Definitions and conventions

A wall exposed to a plasma has $N$ equivalent adsorption sites per unit area, each with $z$ nearest neighbours. Atoms reach it with flux $\Gamma$, the number per area and time. The model has four rules.

- An atom striking an empty site sticks with probability $s_0$. One striking an occupied site is reflected. This is site blocking.
- An adsorbed atom desorbs singly at rate $k_d$. Desorption is therefore first order in coverage.
- Two atoms on neighbouring sites recombine at rate $\omega$ per pair, and the molecule leaves at once.
- Atoms hop between sites without leaving the wall. The occupation is taken to be random, so two neighbouring sites are both filled with probability $\theta^2$, where $\theta$ is the coverage. This is the mean-field assumption.

The recombination probability $\gamma$ is the number of atoms lost as molecules per incident atom. Each molecule counts as two atoms.

There are $zN/2$ neighbour bonds per area, since each of the $N$ sites has $z$ bonds and each bond belongs to two sites. Molecules form at rate $(zN/2)\omega\theta^2$, and atoms are lost at twice that rate:

$$\gamma=\frac{z\omega N\theta^2}{\Gamma}.\tag{1}$$

Three dimensionless quantities carry the problem:

$$a=\frac{s_0\Gamma}{k_dN},\qquad b=\frac{z\omega}{k_d},\qquad g=\frac{\gamma}{s_0}.$$

Here $a$ is the scaled flux, $b$ compares recombination with desorption, and $g$ is the recombination probability relative to sticking on a bare wall. Substituting $\Gamma=ak_dN/s_0$ into (1) gives

$$g=\frac{b\theta^2}{a}.\tag{2}$$

When the flux is varied below, $s_0$, $N$, $z$, $k_d$, $\omega$ and the wall temperature are held fixed.

## Simple case: recombination too weak to change the coverage

Without recombination, sticking balances desorption:

$$s_0\Gamma(1-\theta)=k_dN\theta .$$

Dividing by $k_dN$ gives $a(1-\theta)=\theta$, so the coverage is the Langmuir value

$$\theta_0=\frac{a}{1+a},\qquad 1-\theta_0=\frac1{1+a}.$$

Now let a little recombination occur, with $b\ll1$, and keep this coverage. From (2),

$$g\simeq\frac{b\theta_0^2}{a}=\frac{ba}{(1+a)^2}=b\,\theta_0(1-\theta_0).\tag{3}$$

The two factors have a direct meaning. An arriving atom finds an empty site with probability $1-\theta_0$. Once adsorbed, it recombines at rate $z\omega\theta_0$ during a mean stay $1/k_d$, which gives the small probability $b\theta_0$.

**Limits.** For $a\ll1$, (3) gives $g\simeq ba$: partners are scarce, and their number grows with flux. For $a\gg1$ it gives $g\simeq b/a$: partners are everywhere, but empty sites are scarce. Both laws are already present. What remains is to find how they survive when recombination depletes the coverage.

## General case: any recombination rate

With recombination included, the number of adsorbed atoms per area obeys

$$N\frac{d\theta}{dt}=s_0\Gamma(1-\theta)-k_dN\theta-z\omega N\theta^2 .$$

Dividing by $k_dN$ gives

$$\frac1{k_d}\frac{d\theta}{dt}=F(\theta),\qquad F(\theta)=a(1-\theta)-\theta-b\theta^2 .\tag{4}$$

Since $F(0)=a>0$, $F(1)=-1-b<0$ and $F'(\theta)=-(1+a+2b\theta)<0$, there is one steady coverage between 0 and 1. A small deviation from it decays at rate $k_d(1+a+2b\theta)$, so the state is stable.

The steady state can be found without solving for $\theta$ first. By (2), $b\theta^2=ag$. Putting this into $F=0$ gives

$$a-a\theta=\theta+ag\quad\Rightarrow\quad a(1-g)=(1+a)\theta\quad\Rightarrow\quad\theta=\theta_0(1-g).\tag{5}$$

Recombination thus lowers the Langmuir coverage by the factor $1-g$. Inserting (5) in (2),

$$g=\frac{b\theta_0^2(1-g)^2}{a}.$$

Because $\theta_0^2/a=a/(1+a)^2=\theta_0(1-\theta_0)$, this becomes

$$\boxed{\frac{g}{(1-g)^2}=b\,\theta_0(1-\theta_0)=\frac{ab}{(1+a)^2}\equiv c}\tag{6}$$

To solve it, expand $g=c(1-g)^2$ into $cg^2-(2c+1)g+c=0$. The discriminant is $(2c+1)^2-4c^2=1+4c$. The product of the roots is 1, and (5) requires $g<1$ for a positive coverage, so the smaller root applies. With $S=\sqrt{1+4c}$ we have $c=(S^2-1)/4$, and

$$g=\frac{2c+1-S}{2c}=\frac{(S-1)^2/2}{(S^2-1)/2}=\frac{S-1}{S+1},\qquad S=\sqrt{1+4b\,\theta_0(1-\theta_0)}.\tag{7}$$

**Limit of weak recombination.** For $c\ll1$, $S\simeq1+2c$ and $g\simeq c$, which is (3).

**Test against a fluctuating surface.** The mean-field balance ignores fluctuations in the number of adsorbed atoms. The stationary distribution of that number was computed for randomly mixed surfaces of 200 and 400 sites and extrapolated to large size. For $b=0.0836$ and $b=10$, each at $a=0.01$, 1 and 100, the largest relative deviation from (7) was $5.5\times10^{-5}$.

## The two flux laws and their range

Equation (6) can be written in two ways:

$$\frac{g}{ab}=\frac{(1-g)^2}{(1+a)^2},\qquad \frac{g}{b/a}=\frac{(1-g)^2}{(1+1/a)^2}.\tag{8}$$

Both right-hand sides are below 1, so each limiting law is an upper bound on $g$ in this model.

At low flux, insert $g\simeq ab$ on the right of the first form:

$$\frac g{ab}\simeq(1-2ab)(1-2a)\simeq1-2(1+b)a .$$

At high flux, insert $g\simeq b/a$ in the second:

$$\frac g{b/a}\simeq1-\frac{2(1+b)}a .$$

Restoring the physical quantities,

$$\gamma\simeq s_0ab=\frac{s_0^2z\omega}{k_d^2N}\,\Gamma\quad\text{for }2(1+b)a\ll1,\tag{9}$$

$$\gamma\simeq\frac{s_0b}{a}=\frac{z\omega N}{\Gamma}\quad\text{for }\frac{2(1+b)}a\ll1.\tag{10}$$

The meaning of "low" and "high" therefore depends on $b$. In (9) the sticking probability is squared because two atoms must stick. In (10) both $s_0$ and $k_d$ have dropped out: the wall is full, molecules form at the fixed rate $z\omega N/2$, and the same output is divided by a growing number of arrivals. The molecule production rate does not fall. It starts quadratically in $\Gamma$ and saturates.

**The maximum.** The product $\theta_0(1-\theta_0)$ is unchanged when $a$ is replaced by $1/a$, since this exchanges $\theta_0$ and $1-\theta_0$. On a logarithmic flux axis, $\gamma$ is therefore symmetric about $a=1$. The product is largest at $\theta_0=1/2$, and $g$ increases with it, so the maximum lies at

$$s_0\Gamma=k_dN\tag{11}$$

for every $b>0$. There $c=b/4$ and $S=\sqrt{1+b}$, so

$$\gamma_{\max}=s_0\frac{\sqrt{1+b}-1}{\sqrt{1+b}+1}.\tag{12}$$

**Local order.** The slope on a double logarithmic plot shows how closely a power law holds. The logarithm of (6) is

$$\ln g-2\ln(1-g)=\ln b+\ln a-2\ln(1+a).$$

Differentiating with respect to $\ln a$,

$$\left(1+\frac{2g}{1-g}\right)\frac{d\ln g}{d\ln a}=1-\frac{2a}{1+a}=\frac{1-a}{1+a}.$$

The bracket is $(1+g)/(1-g)$. By (7), $1+g=2S/(S+1)$ and $1-g=2/(S+1)$, so the bracket equals $S$. Hence

$$\frac{d\ln\gamma}{d\ln\Gamma}=\frac{1-a}{(1+a)S},\tag{13}$$

which runs from $+1$ through 0 to $-1$.

**Second case: fast recombination.** If $b\gg1$, then $c\gg1$ throughout the range $1/b\ll a\ll b$. There $S\simeq2\sqrt c$ and $g\simeq1-1/\sqrt c$, so $\gamma\simeq s_0$: nearly every atom that sticks recombines. A broad plateau separates the linear rise from the inverse fall. For $b=10^6$, the numerical root of (4) gave $g>0.99$ at $a=0.1$, 1 and 10.

## What each ingredient does

**No desorption.** With $k_d=0$ the balance is $s_0\Gamma(1-\theta)=z\omega N\theta^2$, and (1) gives $\gamma=s_0(1-\theta)$. As $\Gamma\to0$ the coverage vanishes and $\gamma\to s_0$. The linear rise is lost, because an adsorbed atom can wait indefinitely for a partner.

**No blocking.** If atoms kept sticking with probability $s_0$ whatever the coverage, the balance would be $a=\theta+b\theta^2$, and

$$g=\frac{b\theta^2}{\theta+b\theta^2}=\frac{b\theta}{1+b\theta}.$$

This rises towards 1 and never falls. It is a formal comparison, since $\theta$ is then unbounded.

**Direct recombination.** Suppose an atom hitting an occupied site recombines with the adsorbed atom with probability $p$, the Eley-Rideal process. Then

$$s_0\Gamma(1-\theta)=k_dN\theta+z\omega N\theta^2+p\Gamma\theta,\qquad
\gamma=\frac{z\omega N\theta^2}{\Gamma}+2p\theta .$$

The balance contains $p$ once because one adsorbed atom is removed. The probability contains $2p$ because the incident atom is lost as well. At very high flux the terms without $\Gamma$ are negligible, so $s_0(1-\theta)=p\theta$, $\theta=s_0/(s_0+p)$ and

$$\gamma\to\frac{2ps_0}{s_0+p}.\tag{14}$$

If this value lies very far below the maximum (12), the inverse law appears and then ends on a floor. If it is only several times lower, $\gamma$ still falls, but more slowly than the inverse law. For larger $p$ the fall can be absent altogether. At low flux $\theta\simeq a$, so the extra term $2pa$ is also linear and changes the slope, not the power.

**Random occupation.** Without hopping, a pair forms when an atom lands beside another. Let $P$ be the probability that a given bond is doubly occupied. At low coverage, in units of $k_d$, such pairs form at rate $2a\theta$ and disappear at rate $2P$ by desorption of either atom and $(\omega/k_d)P$ by recombination. With $\theta\simeq a$,

$$P=\frac{2a^2}{2+\omega/k_d},$$

instead of $a^2$. Hopping is therefore needed when $\omega$ is not small compared with $k_d$. This was tested on a nine-site periodic lattice with $z=4$, $\omega=10k_d$ and $a=0.01$. With hops about $10^5$ times faster than desorption, its yield agreed within 0.1% with that of a randomly mixed nine-site surface. Without hops it was 0.612 of that yield.

This ratio is specific to nine sites and is not the $2/(2+10)=1/6$ that the formula gives for a large wall at vanishing flux. On nine sites, four of the eight other sites are neighbours, so two mixed atoms are adjacent half the time. They recombine at rate $5k_d$ against desorption at $2k_d$, with probability $5/7$. Without hops, half of the arrivals form a pair, which recombines with probability $10/12$. The expected nine-site ratio at vanishing flux is therefore $(\tfrac12\cdot\tfrac{10}{12})/\tfrac57=0.58$, close to the computed value.

## Worked example: an oxide-lined plasma reactor

The parameters are round model values, chosen to illustrate oxygen atoms at the oxide-lined wall of a low-pressure plasma reactor, not measured for one: $z=4$, $s_0=0.5$ and $N=5\times10^{14}$ cm⁻². The rates are $10^{13}\,\mathrm{s^{-1}}\,e^{-E/k_BT}$, with barriers of 0.60 eV for desorption, 0.70 eV for pair recombination and 0.30 eV for hopping. Wall and gas are at 300 K, where $k_BT=0.02585$ eV. This gives $k_d=832.6$ s⁻¹ and $\omega=17.40$ s⁻¹, so

$$b=\frac{4\times17.40}{832.6}=0.0836 .$$

For atoms of mass $m=16$ u at partial pressure $p_{\rm at}$, the flux is $\Gamma=p_{\rm at}/\sqrt{2\pi mk_BT}$, or $5.070\times10^{17}$ cm⁻² s⁻¹ per mTorr. At 1 mTorr,

$$a=\frac{0.5\times5.070\times10^{17}}{832.6\times5\times10^{14}}=0.609,\qquad c=\frac{0.609\times0.0836}{1.609^2}=0.0197,$$

so $S=1.0386$, $g=0.0189$ and $\gamma=0.0095$. The same steps give:

| Atoms (mTorr) | $\theta$ | $\gamma$ | Local order |
|---:|---:|---:|---:|
| 0.01 | 0.006 | $2.51\times10^{-4}$ | +0.99 |
| 0.1 | 0.057 | $2.24\times10^{-3}$ | +0.88 |
| 1 | 0.37 | $9.46\times10^{-3}$ | +0.23 |
| 10 | 0.85 | $4.96\times10^{-3}$ | −0.70 |
| 100 | 0.98 | $6.63\times10^{-4}$ | −0.97 |

At 0.01 mTorr the linear law gives $2.545\times10^{-4}$, which is 1.3% above the full result. At 100 mTorr the inverse law gives $6.86\times10^{-4}$, 3.6% above it. Both differences have the sign required by (8).

The maximum lies at $\Gamma=k_dN/s_0=8.33\times10^{17}$ cm⁻² s⁻¹, or 1.64 mTorr. With $\sqrt{1+b}=1.0410$, (12) gives $\gamma_{\max}=0.5\times0.0410/2.0410=0.0100$. The coverage there relaxes in 0.58 ms.

Wall temperature matters strongly. With the gas still at 300 K and the wall at 350 K, faster desorption moves the maximum to 45 mTorr. Its height rises to 0.017, because the pair barrier exceeds the desorption barrier and $b$ therefore grows with temperature.

## Setting the model beside a real wall

Recombination probabilities of roughly $10^{-4}$ to $10^{-2}$ are typical of oxygen on silica-like walls, so the calculated size is reasonable. Since the barriers were chosen rather than measured, this does not show that the mechanism applies to such a wall. Recombination on silica is usually attributed in part to strongly bound atoms that hardly desorb at 300 K, which the model leaves out. Real oxide walls also have a range of binding energies, and giving every site 0.60 eV is a simplification. An atomic partial pressure of 100 mTorr is also high for a low-pressure reactor and serves here to display the inverse branch.

**Spread of binding energy.** Treat the wall as wide, independent patches whose desorption barriers have a Gaussian spread of 0.03 eV, with the pair barrier fixed. At 0.01 mTorr this multiplies $\gamma$ by 9.5, the largest correction found. The reason is that (9) contains $k_d^{-2}$, whose average over the spread is larger by

$$e^{2(0.03/0.02585)^2}\simeq15 .$$

The actual factor is smaller because each patch lies below its own linear law, and the deeply bound ones leave it earliest. Between 0.01 and 0.1 mTorr the mean order drops from 0.95 to 0.61, so the linear law is no longer visible there. At 100 mTorr the factor is 0.975, since $k_d$ is absent from (10). Patches are independent only when much wider than the distance an atom wanders before desorbing, which is several hundred site spacings here. Narrower patches do not lose the enhancement. Hops that obey detailed balance leave each site's adsorption-desorption coverage unchanged and only refill the deep patches that recombination depletes. For patches many sites wide but much narrower than that distance, the factor at 0.01 mTorr approaches about 11.6. If binding varied randomly from site to site instead, neighbouring coverages would be uncorrelated. The pair probability would then be the square of the mean coverage rather than the mean of its square, and the low-flux factor would be at most about $e^{(0.03/0.02585)^2}\simeq4$. At 0.01 mTorr it is about 3.5, with or without hopping. The factors also depend on the fixed pair barrier. If that barrier rose with the binding energy, the low-flux factor would be smaller, and the inverse branch would change too, since (10) contains $\omega$.

**Repulsion.** Let the desorption barrier fall by 0.01 eV times the mean number of occupied neighbours, $z\theta$, with the pair barrier unchanged. Then $\gamma$ is multiplied by 0.57 at 1 mTorr, but by 0.98 and 0.90 at the two ends of the table. This counts only the faster desorption and keeps the pair probability at $\theta^2$. A repulsion of 0.01 eV also keeps mobile atoms apart, lowering the chance of an adjacent pair by $e^{-0.01/0.02585}\simeq0.68$ at low coverage. With that included in a quasi-chemical treatment, the factors are about 0.67 at 0.01 mTorr, 0.48 at 1 mTorr, 0.60 at 10 mTorr and 0.90 at 100 mTorr.

**Direct recombination.** A barrier of 0.20 eV gives $p=e^{-0.20/0.02585}=4.4\times10^{-4}$ and a floor of $8.7\times10^{-4}$. At 0.01 mTorr $\gamma$ rises by 2%. At 100 mTorr it is multiplied by 2.3, and the local order becomes −0.41 instead of −0.97. Equating (10) with $2p$ gives

$$\Gamma\simeq\frac{z\omega N}{2p}=\frac{4\times17.40\times5\times10^{14}}{8.7\times10^{-4}}\simeq4\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}},$$

or about 80 mTorr. The inverse law needs a flux well below this and well above that of the maximum. Here the two are too close for it to develop: the local order is steepest near 19 mTorr, where it is only about −0.64.

**Smaller effects.** These estimates use rough inputs.

- Even with no hopping, $\omega/k_d=0.021$ would lower the low-flux yield by about 1%.
- At 100 mTorr, recombination releasing 5 eV per molecule deposits 0.0135 W/cm². Across a 3 mm wall of conductivity 1.4 W/(m K), cooled at its back, this is a rise of 0.29 K, which raises $k_d$ by 2.3% and $\omega$ by about 2.6%. On the inverse branch $\gamma$ follows $\omega$.
- Wall loss removes atoms from the outgoing half of the gas velocity distribution. For a given density at the wall, this multiplies the incident flux by $1/(1-\gamma/2)$, an increase of 0.5% at the maximum.
- An ion flux of $10^{15}$ cm⁻² s⁻¹, removing one adsorbed atom per ion at full coverage, adds 0.24% to $k_d$.
- Molecules at 100 mTorr, bound by 0.20 eV, cover at most about $2\times10^{-5}$ of the sites.

For these parameters and a fixed pair barrier, then, unequal binding threatens the linear branch most. On the falling branch, repulsion matters more at 10 mTorr and direct recombination at 100 mTorr. A measured order that differs from $+1$ or $-1$ does not by itself exclude the pair mechanism: (13) gives intermediate orders near the maximum even on a uniform wall. Most of these values are in the numerical output below.

## Calculated quantities

```
INPUTS (round model values)
neighbours z = 4, sticking s0 = 0.5
site density N = 5.0e+14 cm^-2
rate prefactor = 1.0e+13 s^-1
barriers: desorption 0.60, pair 0.70, hop 0.30 eV
wall and gas temperature = 300 K, kT = 0.02585 eV
atom mass = 16 u
RATES
kd = 832.6 s^-1, pair rate w = 17.40 s^-1
hop rate = 9.12e+07 s^-1, b = 0.08359
flux per mTorr of atoms = 5.070e+17 cm^-2 s^-1
MAIN TABLE
p(mTorr) flux(cm^-2 s^-1)  a  coverage  gamma  order
  0.01 5.070e+15 6.090e-03 0.00605 2.512e-04 +0.987
  0.10 5.070e+16 6.090e-02 0.05714 2.241e-03 +0.877
  1.00 5.070e+17 6.090e-01 0.37131 9.462e-03 +0.234
 10.00 5.070e+18 6.090e+00 0.85042 4.964e-03 -0.704
100.00 5.070e+19 6.090e+01 0.98254 6.626e-04 -0.965
linear law at 0.01 mTorr: gamma = 2.545e-04
inverse law at 100 mTorr: gamma = 6.863e-04
MAXIMUM
flux = 8.326e+17 cm^-2 s^-1, pressure = 1.642 mTorr
gamma = 0.01003, coverage = 0.4900
relaxation time there = 0.577 ms
wall at 350 K, gas at 300 K: maximum at 45.2 mTorr,
  gamma = 0.01695
NEGLECTED EFFECTS (rough inputs)
direct-reaction barrier = 0.20 eV, p = 4.37e-04
repulsion = 0.01 eV per neighbour, binding spread = 0.03 eV
gamma divided by simple-model gamma:
p(mTorr)  direct  repulsion  spread
  0.01  1.021  0.982  9.537
  0.10  1.022  0.858  4.329
  1.00  1.034  0.569  1.398
 10.00  1.148  0.634  0.924
100.00  2.292  0.903  0.975
direct-reaction floor: gamma = 8.726e-04
order at 100 mTorr with direct reaction = -0.410
no-hop/random yield, a=0.01: example 0.9950, w=10kd 0.612
heating inputs: 5 eV per molecule, 3 mm wall, 1.4 W/(m K)
heat at 100 mTorr = 0.0135 W/cm^2, rise = 0.29 K, kd change = 2.3 %
gas-distribution flux correction at maximum = 0.50 %
ion flux = 1e+15 cm^-2 s^-1, yield 1: removal/kd = 0.24 %
molecules at 100 mTorr, binding 0.20 eV: coverage <= 1.6e-05
largest stochastic-test deviation = 5.5e-05
```
